# Mutual Depolarization of Normal Dipoles in a Square Monolayer

When polar molecules stand upright in a single layer, the electrostatic potential changes from one side of the layer to the other. If each molecule kept the moment it has in isolation, doubling the number per area would double this step. But each molecule also sits in the field of its neighbours, and that field acts on its electrons. How large is the moment of a molecule inside the layer?

Take identical point dipoles on an infinite, flat square lattice of constant \(a\), with the \(z\) axis along the normal. Each carries a permanent moment \(\mu_0\) along \(+z\), whose size and direction are held fixed, and responds linearly to a field. A normal field \(E\) induces the normal moment \(4\pi\varepsilon_0\alpha E\), where \(\alpha\) is a polarizability volume; the normal is taken to be a principal axis, so that this field induces no in-plane moment. There is no substrate, no applied field and no charge transfer. The total moment in the layer is then

\[
\mu=\frac{\mu_0}{1+S\alpha/a^3},\qquad
S=\sum_{(m,n)\ne(0,0)}\frac{1}{(m^2+n^2)^{3/2}}\approx 9.03 .
\]

This is the uniform solution. Whether it is stable is a separate question, and it sets an upper limit on \(\alpha/a^3\).

## First derivation: the local field

### The field of one neighbour

Represent a dipole by charges \(+q\) at \((0,0,d/2)\) and \(-q\) at \((0,0,-d/2)\), so that \(\mu=qd\). A neighbour's centre lies at \((r,0,0)\), at the distance \(s=\sqrt{r^2+d^2/4}\) from both charges. Coulomb's law gives

\[
\mathbf E=\frac{q}{4\pi\varepsilon_0 s^3}
\left[(r,0,-d/2)-(r,0,d/2)\right]
=-\frac{\mu\,\hat{\mathbf z}}{4\pi\varepsilon_0 s^3}.
\]

The in-plane parts cancel and the normal parts add. Letting \(d\to0\) at fixed \(\mu\) gives

\[
E_z=-\frac{\mu}{4\pi\varepsilon_0r^3}.
\]

The minus sign is the origin of depolarization: beside an upward dipole, the field points down. For a small but finite charge separation, this field is weaker by the relative amount \(3d^2/(8r^2)\) to leading order, so the point-dipole limit requires \(d\ll a\).

### The field of all neighbours

In the uniform state all moments equal \(\mu\). A neighbour displaced by \((ma,na)\) is at the distance \(a\sqrt{m^2+n^2}\), and summation gives

\[
E_{\rm loc}=-\frac{S\mu}{4\pi\varepsilon_0a^3}.
\]

The dipole's own field is excluded. With lengths in units of \(a\) there is one site per unit area, so the sites beyond a large radius \(R\) contribute about

\[
\int_R^\infty\frac{2\pi r\,dr}{r^3}=\frac{2\pi}{R}.
\]

The sum therefore converges, but slowly. The nearest four neighbours supply 4 out of 9.03, or 44 percent, and most of the field comes from farther away.

### The value of the lattice sum

A rapidly convergent form follows from the Gamma integral

\[
\int_0^\infty t^{1/2}e^{-\pi r^2t}\,dt
=\frac{\Gamma(3/2)}{(\pi r^2)^{3/2}}
=\frac{\sqrt\pi/2}{\pi^{3/2}r^3}
=\frac{1}{2\pi r^3}.
\]

Put \(r^2=m^2+n^2\) and sum over all sites except the origin. All terms are positive, so sum and integral may be exchanged. With \(\theta(t)=\sum_n e^{-\pi n^2t}\), where \(n\) runs over all integers,

\[
\frac{S}{2\pi}=\int_0^\infty t^{1/2}\left[\theta(t)^2-1\right]dt .
\]

The square arises because the exponential factorizes in \(m\) and \(n\); the 1 removes the origin.

For small \(t\) the series for \(\theta\) converges slowly. To transform it, consider the function \(\sum_n e^{-\pi(x+n)^2/t}\), which has period 1 in \(x\). Its Fourier coefficients are

\[
\int_{-\infty}^{\infty}e^{-\pi x^2/t}e^{-2\pi ikx}\,dx
=\sqrt t\,e^{-\pi k^2t}.
\]

Setting \(x=0\) in the Fourier series gives \(\theta(1/t)=\sqrt t\,\theta(t)\). Now split the integral at \(t=1\) and substitute \(t=1/u\) in the lower part. Since \(dt=-du/u^2\) and \(\theta(1/u)^2=u\,\theta(u)^2\),

\[
\begin{aligned}
\int_0^1t^{1/2}[\theta(t)^2-1]\,dt
&=\int_1^\infty u^{-5/2}[u\theta(u)^2-1]\,du\\
&=\int_1^\infty u^{-3/2}[\theta(u)^2-1]\,du
+\int_1^\infty(u^{-3/2}-u^{-5/2})\,du .
\end{aligned}
\]

The last integral is \(2-2/3=4/3\). Adding the part above \(t=1\) gives

\[
S=2\pi\left\{\frac43+\int_1^\infty[\theta(u)^2-1]
\left(u^{1/2}+u^{-3/2}\right)du\right\}.
\]

The constant contributes \(8\pi/3=8.3776\). In the integral, the four terms with \(m^2+n^2=1\) add 0.6418 and the four with \(m^2+n^2=2\) add 0.0142. Hence

\[
S\approx8.3776+0.6418+0.0142=9.0336,
\]

and the next shell adds only about \(10^{-5}\). As an independent test, direct summation over a disk of radius \(400a\) gives 9.01791; the remainder \(2\pi/400=0.01571\) raises it to 9.03362, in agreement.

### Closing the equation

The field that polarizes a molecule is produced by the total moments of its neighbours, which already include their induced parts. Therefore

\[
\mu=\mu_0+4\pi\varepsilon_0\alpha E_{\rm loc}
=\mu_0-\frac{S\alpha}{a^3}\mu .
\]

Collecting the terms in \(\mu\) gives \(\mu(1+S\alpha/a^3)=\mu_0\), which is the stated result.

If \(\mu_0\) were used as the source of the field, the answer would be \(\mu_0(1-S\alpha/a^3)\). This is the first-order expansion for a dilute or weakly polarizable layer. It overestimates the reduction, because the neighbours are themselves depolarized and produce a weaker field.

### A numerical case

Choose the round model values \(\mu_0=2\) D, \(\alpha=5\ \text{Å}^3\) and \(a=5\) Å. Then \(\alpha/a^3=5/125=0.04\), and

\[
\frac{S\alpha}{a^3}=9.0336\times0.04=0.3613,\qquad
\mu=\frac{2\ \text{D}}{1.3613}=1.469\ \text{D}.
\]

In SI units this is \(4.90\times10^{-30}\) C m. The induced part is \(-0.531\) D, so the moment falls by about 27 percent of its isolated value. The first-order formula would give 1.277 D, while keeping only the nearest four neighbours in the self-consistent formula would give 1.724 D. Both the feedback and the distant neighbours matter here.

The potential step follows from the same two-charge picture. Averaged over the plane, the layer is a pair of sheets with charge densities \(\pm q/a^2\) separated by \(d\). The averaged field between them has magnitude \(q/(\varepsilon_0a^2)\), and multiplication by \(d\) gives

\[
\Delta\phi=\frac{qd}{\varepsilon_0a^2}=\frac{\mu}{\varepsilon_0a^2}.
\]

The potential is higher on the side towards which the dipoles point. Lateral variations about the average obey Laplace's equation outside the layer and decay at least as fast as \(e^{-2\pi|z|/a}\), so the averaged step is also the step between distant points. Without depolarization it would be 3.014 V; with it,

\[
\Delta\phi=\frac{3.014\ \text{V}}{1.3613}=2.214\ \text{V}.
\]

An explicit sum of dipole potentials at height \(3a\), with the remote part of the layer added as a continuum, gives the same value.

The local field can be written in terms of this step. Substituting \(\mu=\varepsilon_0a^2\Delta\phi\) into \(E_{\rm loc}\) gives

\[
E_{\rm loc}=-\frac{S\,\Delta\phi}{4\pi a}
=-\frac{9.0336\times2.214\ \text{V}}{4\pi\times0.5\ \text{nm}}
=-3.18\ \text{V/nm}.
\]

For a real molecule, a field of this size calls for a check that the response is still linear.

## Second derivation: the minimum of the energy

### The uniform layer

The same moment can be found without calculating a local field, by balancing the cost of deforming a molecule against the repulsion between dipoles.

Let an induced moment \(\delta\) cost the energy \(\kappa\delta^2/2\). In a field \(E\) the total is \(\kappa\delta^2/2-\delta E\), whose minimum is at \(\delta=E/\kappa\). Comparison with \(\delta=4\pi\varepsilon_0\alpha E\) gives \(\kappa=1/(4\pi\varepsilon_0\alpha)\).

For the repulsion, place two upright charge pairs side by side at distance \(r\). There are two like pairs of charges at distance \(r\) and two unlike pairs at distance \(\sqrt{r^2+d^2}\), so the interaction energy is

\[
W=\frac{2q^2}{4\pi\varepsilon_0}
\left(\frac1r-\frac1{\sqrt{r^2+d^2}}\right)
\longrightarrow\frac{2q^2}{4\pi\varepsilon_0}\frac{d^2}{2r^3}
=\frac{\mu^2}{4\pi\varepsilon_0r^3}.
\]

The limit uses \((r^2+d^2)^{-1/2}\approx r^{-1}-d^2/(2r^3)\). Each pair belongs to two molecules, so half of its energy is assigned to each. The energy per molecule is

\[
w(\mu)=\frac{1}{4\pi\varepsilon_0}\left[
\frac{(\mu-\mu_0)^2}{2\alpha}+\frac{S\mu^2}{2a^3}\right].
\]

Setting the derivative to zero gives

\[
\frac{\mu-\mu_0}{\alpha}+\frac{S\mu}{a^3}=0 .
\]

Multiplication by \(\alpha\) gives \(\mu(1+S\alpha/a^3)=\mu_0\) again. The second derivative is proportional to \(1/\alpha+S/a^3\), which is positive. The solution is thus a minimum among states in which all normal moments are equal.

The energy at the minimum follows by inserting \((\mu-\mu_0)/\alpha=-S\mu/a^3\) into one factor of the first term:

\[
w_{\min}=\frac{1}{4\pi\varepsilon_0}\frac{S\mu}{2a^3}
\left[(\mu_0-\mu)+\mu\right]
=\frac{1}{4\pi\varepsilon_0}\frac{S\mu_0\mu}{2a^3}.
\]

Rigid dipoles would have \(\mu_0^2\) in place of \(\mu_0\mu\). The repulsive energy, with the deformation cost included, is therefore reduced by the same factor as the moment.

### Disturbances that are not uniform

A minimum among uniform states need not be a minimum among all states. Let the polarizability now be isotropic, and let the moment \(\mathbf p_i\) at each site vary freely through its induced part. The potential of a dipole is \(\mathbf p\cdot\mathbf r/(4\pi\varepsilon_0r^3)\), and its negative gradient is the field

\[
\mathbf E=\frac{1}{4\pi\varepsilon_0}
\left[\frac{3\mathbf r(\mathbf p\cdot\mathbf r)}{r^5}
-\frac{\mathbf p}{r^3}\right]
\equiv\frac{1}{4\pi\varepsilon_0}T(\mathbf r)\mathbf p .
\]

The interaction of a dipole with a field is \(-\mathbf p\cdot\mathbf E\), so the total energy is

\[
U=\frac{1}{4\pi\varepsilon_0}\left[
\sum_i\frac{|\mathbf p_i-\mu_0\hat{\mathbf z}|^2}{2\alpha}
-\frac12\sum_{i\ne j}\mathbf p_i\cdot T_{ij}\mathbf p_j\right].
\]

It is stationary when \((\mathbf p_i-\mu_0\hat{\mathbf z})/\alpha=\sum_{j\ne i}T_{ij}\mathbf p_j\), which the uniform solution satisfies. A small disturbance \(\boldsymbol\eta_i\) about it changes the energy by

\[
\Delta U=\frac{1}{8\pi\varepsilon_0}\left[
\frac1\alpha\sum_i|\boldsymbol\eta_i|^2
-\sum_{i\ne j}\boldsymbol\eta_i\cdot T_{ij}\boldsymbol\eta_j\right].
\]

The permanent moment has dropped out. Stability requires \(1/\alpha>\lambda_{\max}\), where \(\lambda_{\max}\) is the largest eigenvalue of \(T\). By translation symmetry the eigenvectors are plane waves on the lattice. Since all separations lie in the plane, normal and in-plane disturbances do not mix.

A numerical scan of the Brillouin zone finds the largest eigenvalue at wavevector \((0,\pi/a)\) or its equivalent after a quarter turn. In this mode the moments lie in the plane, parallel within each chain and reversed from one chain to the next. The scan is numerical evidence, not a proof, that no other mode lies higher. The eigenvalue itself can be derived.

Set \(a=1\) and let the chains and moments run along \(x\). Within a chain, a neighbour at distance \(m\) contributes \(3/m^3-1/m^3=2/m^3\), and the two directions together give \(4\zeta(3)\), with \(\zeta(3)=\sum_{m\ge1}m^{-3}\). For a chain at lateral distance \(y\), use \((3x^2-r^2)/r^5=\partial_x^2(1/r)\). The field along that chain is periodic in \(x\), and its Fourier coefficient for \(k\ne0\) is, after two integrations by parts,

\[
-(2\pi k)^2\int_{-\infty}^{\infty}
\frac{\cos(2\pi kx)}{\sqrt{x^2+y^2}}\,dx
=-2(2\pi k)^2K_0(2\pi|k|y),
\]

where \(K_0(z)=\int_0^\infty\cos(zt)(1+t^2)^{-1/2}dt\) is a modified Bessel function. The coefficient for \(k=0\) vanishes, being the integral of a total derivative. At \(x=0\), the terms \(\pm k\) together give \(-4(2\pi k)^2K_0(2\pi ky)\). There are two chains at distance \(n\), both with sign \((-1)^n\), so

\[
\lambda_{\max}a^3=4\zeta(3)+8\sum_{n,k\ge1}
(-1)^{n+1}(2\pi k)^2K_0(2\pi kn)=5.099 .
\]

The scan, which damps the couplings at very large distance, gives 5.098. For isotropic polarizability the uniform state is therefore stable for

\[
\frac{\alpha}{a^3}<\frac{1}{5.099}=0.196 .
\]

The numerical case, at 0.04, is well inside this range. At the limit the denominator is \(1+9.0336\times0.1961=2.77\), so a stable uniform layer of isotropically polarizable molecules keeps more than about 36 percent of the isolated moment. The algebraic limit \(\mu\to0\) for \(\alpha/a^3\to\infty\) lies outside the stable range. Beyond the limit the linear model has no energy minimum, and a real layer would have to be described with nonlinear response and finite molecular size.

If the molecules can be polarized only along the normal, the in-plane modes are absent. The scan then finds the largest eigenvalue, \(2.646/a^3\), for a checkerboard of alternating changes in the normal moment. The limit rises to \(\alpha/a^3=0.378\).

### Compressing the layer

The two limits lead to different behaviour of the potential step when \(a\) is reduced at fixed \(\mu_0\) and \(\alpha\). Write \(x=S\alpha/a^3\). Since \(\Delta\phi\propto a^{-2}(1+x)^{-1}\) and \(dx/d\ln a=-3x\),

\[
\frac{d\ln\Delta\phi}{d\ln a}=-2+\frac{3x}{1+x}=\frac{x-2}{1+x}.
\]

For \(x<2\), closer packing raises the step: the greater number of dipoles outweighs the loss of moment. The turning point \(x=2\) is at \(\alpha/a^3=2/9.0336=0.221\). For isotropic molecules this is beyond the stability limit, so the step grows throughout the stable range. For molecules polarizable only along the normal, the turning point lies within the stable range, and the step has a maximum there. Between these cases, let the in-plane polarizability \(\alpha_\parallel\) be the same in all in-plane directions. Normal and in-plane modes do not mix, so stability requires both \(\alpha_\parallel/a^3<0.196\) and \(\alpha/a^3<0.378\). The turning point then lies in the stable range whenever \(\alpha_\parallel/\alpha<0.196/0.221\approx0.89\), which a moderate anisotropy already satisfies.

These are statements about point dipoles. For \(\alpha=5\ \text{Å}^3\) the values 0.196, 0.221 and 0.378 correspond to \(a=2.94\), 2.83 and 2.37 Å. Such spacings are comparable to the size of a molecule with this polarizability, so the condition \(d\ll a\) and the neglect of overlap fail there, and the model does not show that a real layer of such molecules reaches the maximum or the instability.

## What each derivation assumes

Both derivations use classical point dipoles, linear response, a fixed upright permanent moment, and a perfect infinite lattice in vacuum. Agreement between them therefore does not test these assumptions. A substrate would add the fields of its own polarization. Extended molecules need higher multipoles or a distributed charge. Overlapping electron clouds can exchange charge, which no value of \(\alpha\) for the separate molecules describes.

The local-field derivation assumes least about the response. It needs a relation between a molecule's moment and the field on it, and the equality of all moments. If the response were nonlinear, the linear relation could be replaced by a measured or computed function \(\mu(E)\) and the equation solved again with the same \(S\). The method finds a self-consistent state, but the uniform equation alone does not show whether that state survives a disturbance.

The energy derivation assumes in addition that the work of deforming a molecule is stored and depends only on its present moment. In return it gives the energy of the layer and the stability condition. That condition concerns induced moments alone. If the permanent moments could also rotate, the upright state would need separate support: its total interaction energy is positive, whereas that of in-plane moments in the alternating-chain pattern is negative. Here the upright orientation is imposed, as an anchoring bond might do.

Both derivations also replace a real, finite layer by an infinite one. This assumption can be tested by solving the coupled equations for every normal moment in an open square patch, without using \(S\). With the parameters above, the central moment is 1.492 D in a \(21\times21\) patch and 1.481 D in a \(41\times41\) patch. Both exceed the infinite-layer value because the field of the missing outer region is absent. For a patch of fixed shape and side \(L\), that field falls as \(1/L\) to leading order, like the remainder \(2\pi/R\) above. Eliminating the \(1/L\) term between the two sizes gives 1.469 D, in agreement with the formula.

At a corner of the larger patch the moment is 1.776 D, since the neighbours there fill only one quadrant. The formula thus describes the interior of a large domain; molecules at edges keep more of their isolated moment. The numerical output lists these values with further digits.

## Numbers as computed

```
permanent moment mu0 = 2.000 D
polarizability volume alpha = 5.000 angstrom^3
lattice constant a = 5.000 angstrom
alpha/a^3 = 0.0400 (dimensionless)
one debye = 3.33564e-30 C m
constant part of S, 8 pi/3 = 8.377580
shell m^2+n^2=1: 4 points, adds 6.418e-01
shell m^2+n^2=2: 4 points, adds 1.418e-02
shell m^2+n^2=4: 4 points, adds 1.352e-05
shell m^2+n^2=5: 8 points, adds 9.394e-07
shell m^2+n^2=8: 4 points, adds 2.390e-11
shell m^2+n^2=9: 4 points, adds 9.196e-13
shell m^2+n^2=10: 8 points, adds 7.163e-14
lattice sum S = 9.033622 (dimensionless)
direct sum to R = 400 a: 9.017913
continuum remainder 2 pi/R = 0.015708
direct sum plus remainder = 9.033621
share of nearest four neighbours = 44.3 percent
S alpha/a^3 = 0.36134 (dimensionless)
depolarization factor 1+S alpha/a^3 = 1.36134
self-consistent moment mu = 1.4691 D
self-consistent moment mu = 4.9005e-30 C m
induced moment mu-mu0 = -0.5309 D
first-order estimate mu0(1-S alpha/a^3) = 1.2773 D
nearest-neighbour-only moment = 1.7241 D
local field = -3.1830 V/nm
potential step without depolarization = 3.0138 V
potential step with depolarization = 2.2139 V
potential step from lattice sum = 2.2139 V
central moment, 21 x 21 patch = 1.4921 D
central moment, 41 x 41 patch = 1.4809 D
extrapolated central moment = 1.4693 D
corner moment, 41 x 41 patch = 1.7762 D
largest coupling, chain series = 5.09887 /a^3
largest coupling, zone scan = 5.09849 /a^3
its wavevector components = 0.0, 1.0 pi/a
stability limit, isotropic: alpha/a^3 = 0.1961
largest normal coupling, zone scan = 2.646 /a^3
stability limit, normal only: alpha/a^3 = 0.378
```
